# Nearest-neighbour s bands of the simple cubic, bcc and fcc lattices

**Question**

I am working on a tight-binding exercise: one s orbital per site, hopping between nearest neighbours only, on the simple cubic (sc), body-centred cubic (bcc) and face-centred cubic (fcc) lattices. I have to find the three bands, their widths and their effective masses at $\Gamma$.

For sc there are six neighbours, and the band is symmetric about the on-site energy. I therefore guessed that $z$ neighbours always give a band from $-zt$ to $+zt$. For fcc that requires a wave vector at which all twelve phase factors equal $-1$, and I cannot find one. Does it exist? If not, where is the top of the band, and what is different about fcc? I also don't see how to compare the masses, since the three lattices have different numbers of neighbours at different distances.

**Answer**

No such wave vector exists. Suppose every nearest-neighbour vector $\boldsymbol\delta$ of fcc had $e^{i\mathbf k\cdot\boldsymbol\delta}=-1$. Take the two neighbour vectors $\boldsymbol\delta_1=\tfrac a2(1,1,0)$ and $\boldsymbol\delta_2=\tfrac a2(1,0,-1)$. Their difference, $\tfrac a2(0,1,1)$, is also a neighbour vector, but its phase factor is $(-1)/(-1)=+1$, a contradiction. To find the true top we need the band itself.

**The general band**

Let $|\mathbf R\rangle$ be the s orbital at site $\mathbf R$. I take these orbitals as orthonormal and set the on-site energy to zero; another value would shift the whole band. The matrix element of $H$ between nearest neighbours is $-t$ with $t>0$, and all others vanish. The length $a$ is the edge of the conventional cube in all three lattices. The algebra is in atomic units.

For $N$ sites with periodic boundaries, the Bloch state is

$$|\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle .$$

Project $H|\mathbf k\rangle$ on one orbital. Only the neighbours $\mathbf R+\boldsymbol\delta$ contribute:

$$\langle\mathbf R|H|\mathbf k\rangle=-\frac{t}{\sqrt N}\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\delta)}
=\Big(-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}\Big)\langle\mathbf R|\mathbf k\rangle .$$

The bracket does not depend on $\mathbf R$, so $|\mathbf k\rangle$ is an eigenstate with energy

$$E(\mathbf k)=-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}.$$

Neighbours come in pairs $\pm\boldsymbol\delta$, so the sum is real.

**The three sums**

*Simple cubic.* The $z=6$ neighbours are $(\pm a,0,0)$, $(0,\pm a,0)$ and $(0,0,\pm a)$, at distance $d=a$. Each pair gives $e^{ik_ia}+e^{-ik_ia}=2\cos k_ia$, hence

$$E_{\rm sc}=-2t(\cos k_xa+\cos k_ya+\cos k_za).$$

*Body-centred cubic.* The $z=8$ neighbours are $\tfrac a2(\pm1,\pm1,\pm1)$, at $d=\sqrt3\,a/2$. The three signs are independent, so the sum is a product of three factors $e^{ik_ia/2}+e^{-ik_ia/2}=2c_i$, where $c_i=\cos(k_ia/2)$:

$$E_{\rm bcc}=-8t\,c_xc_yc_z .$$

*Face-centred cubic.* The $z=12$ neighbours are $\tfrac a2(\pm1,\pm1,0)$, $\tfrac a2(\pm1,0,\pm1)$ and $\tfrac a2(0,\pm1,\pm1)$, at $d=a/\sqrt2$. The first four give $(2c_x)(2c_y)=4c_xc_y$, and the other two sets follow in the same way:

$$E_{\rm fcc}=-4t(c_xc_y+c_yc_z+c_zc_x).$$

**Band edges**

A sum of $z$ phase factors has modulus at most $z$, so $|E|\le zt$. At $\Gamma$ every phase factor is $1$ and $E=-zt$. This is the bottom of each band.

For sc, the point $\mathbf k=\tfrac{\pi}{a}(1,1,1)$ makes all three cosines $-1$, so the top is $6t$. For bcc, $\mathbf k=\tfrac{2\pi}{a}(1,0,0)$ gives $c_x=-1$ and $c_y=c_z=1$, so the top is $8t$. The widths are $12t$ and $16t$.

For fcc we need the smallest value of

$$f=c_xc_y+c_yc_z+c_zc_x=c_x(c_y+c_z)+c_yc_z .$$

Each $c_i$ can be varied independently between $-1$ and $1$. With $c_y$ and $c_z$ fixed, $f$ is linear in $c_x$, so moving $c_x$ to one of its two end values does not raise $f$. The same holds for $c_y$ and then $c_z$. The minimum is therefore found at a corner, where every $c_i=\pm1$. If all three signs agree, $f=3$. If one differs from the other two, $f=1-1-1=-1$. Thus $f_{\min}=-1$, and

$$-12t\le E_{\rm fcc}\le 4t .$$

The width is $16t$, the same as for bcc, but the band is not centred on the on-site energy.

The top is reached at X, $\mathbf k=\tfrac{2\pi}{a}(1,0,0)$, but not there alone. On the line $\mathbf k=\tfrac{2\pi}{a}(1,s,0)$ we have $c_x=-1$, $c_y=\cos\pi s$, $c_z=1$, and

$$f=-\cos\pi s+\cos\pi s-1=-1 .$$

The band is flat at $4t$ all the way from X ($s=0$) to W ($s=\tfrac12$).

**What is different about fcc**

The sc and bcc lattices each split into two sublattices, with every hop leading from one to the other. Reversing the sign of the amplitudes on one sublattice reverses the sign of every hopping term, and hence of the energy. In $\mathbf k$ space this is a shift by $\mathbf Q=\tfrac\pi a(1,1,1)$ for sc, which reverses all three cosines, or $\mathbf Q=\tfrac{2\pi}a(1,0,0)$ for bcc, which reverses one factor. In both cases $E(\mathbf k+\mathbf Q)=-E(\mathbf k)$, so the spectrum is symmetric.

In fcc, two neighbours of a site can be neighbours of each other. Three sites in such a triangle cannot all have opposite signs. The effect on the spectrum can be read from the average of $E^n$ over the Brillouin zone:

$$\overline{E^n}=\frac1N\,{\rm Tr}\,H^n=\langle\mathbf R|H^n|\mathbf R\rangle=(-t)^n\times(\text{closed walks of } n \text{ hops from a site}).$$

No single hop returns to its start, so $\overline E=0$. For $n=3$, the first hop has 12 choices. If it is $\tfrac a2(1,1,0)$, the second site must neighbour both the start and the first site. There are four such sites, $\tfrac a2(1,0,\pm1)$ and $\tfrac a2(0,1,\pm1)$. This makes $12\times4=48$ walks and $\overline{E^3}=-48t^3$. A spectrum symmetric about zero would have $\overline{E^3}=0$, so the triangles force the asymmetry.

The value $4t$ also has a direct meaning in real space. With each site $\mathbf R$ associate the tetrahedron whose corners are $\mathbf R$ and $\mathbf R+\tfrac a2(0,1,1)$, $\mathbf R+\tfrac a2(1,0,1)$, $\mathbf R+\tfrac a2(1,1,0)$. Its six edges have the six different bond directions of fcc, so each bond of the lattice belongs to one of these tetrahedra. Each site belongs to four, once as each kind of corner. For a normalized state with amplitudes $\psi_{\mathbf R}$, expanding the squares gives

$$\sum_{\rm tetrahedra}\Big|\sum_{\rm corners}\psi\Big|^2=4+\sum_{\rm bonds}(\psi_i^*\psi_j+\psi_j^*\psi_i).$$

The energy is $-t$ times the bond sum, so

$$\langle H\rangle=4t-t\sum_{\rm tetrahedra}\Big|\sum_{\rm corners}\psi\Big|^2\le4t .$$

At the top of the band the four amplitudes on every tetrahedron add to zero. The state at X does this with two positive and two negative signs. Each site then has 4 neighbours of its own sign and 8 of the opposite sign, and $E=-t(4-8)=4t$.

**Masses at $\Gamma$**

For small $k$, the pairs $\pm\boldsymbol\delta$ cancel the linear terms, leaving

$$E\approx-t\sum_{\boldsymbol\delta}\Big[1-\tfrac12(\mathbf k\cdot\boldsymbol\delta)^2\Big]
=-zt+\frac t2\sum_{i,j}k_ik_j\sum_{\boldsymbol\delta}\delta_i\delta_j .$$

Reversing one coordinate maps the set of neighbours onto itself, so the terms with $i\ne j$ sum to zero. Exchanging coordinates does the same, so the three diagonal sums are equal. Together they make $\sum|\boldsymbol\delta|^2=zd^2$, so each is $zd^2/3$, and

$$E\approx-zt+\frac{z\,t\,d^2}{6}\,k^2 .$$

More neighbours come with a shorter distance, and the two effects compensate:

$$zd^2=6\cdot a^2,\qquad 8\cdot\tfrac34a^2,\qquad 12\cdot\tfrac12a^2\qquad\text{(sc, bcc, fcc)},$$

which is $6a^2$ each time. All three bands start as $E\approx-zt+ta^2k^2$. Comparing with $k^2/(2m^*)$ gives

$$m^*=\frac1{2ta^2}.$$

The masses are equal if the lattices have the same $t$ and the same cube edge $a$. If you hold the neighbour distance fixed instead, use $m^*=3/(z\,t\,d^2)$. The mass then falls as $z$ grows.

This mass does not describe the top of the fcc band. Put $\mathbf k=\tfrac{2\pi}a(1,0,0)+\mathbf q$. Then $c_x=-\cos(q_xa/2)$, while $c_y$ and $c_z$ keep their form. With $\cos(q_ia/2)\approx1-q_i^2a^2/8$,

$$E\approx4t\Big\{1-\frac{a^2}8\big[(q_x^2+q_y^2)+(q_x^2+q_z^2)-(q_y^2+q_z^2)\big]\Big\}=4t-ta^2q_x^2 .$$

The curvature is $-2ta^2$ along $\Gamma$–X and zero in the two directions across it.

**Numbers**

Take the round values $t=0.25$ eV and $a=4.00$ Å, which stand for no particular material.

| | bottom (eV) | top (eV) | width (eV) |
|---|---|---|---|
| sc | −1.50 | 1.50 | 3.00 |
| bcc | −2.00 | 2.00 | 4.00 |
| fcc | −3.00 | 1.00 | 4.00 |

Outside atomic units the mass formula acquires a factor $\hbar^2$. With $\hbar^2/m_e=7.620$ eV Å$^2$,

$$\frac{m^*}{m_e}=\frac{7.620}{2(0.25)(4.00)^2}=\frac{7.620}{8.00}=0.9525$$

for all three lattices. If $d$ rather than $a$ is 4.00 Å, then $m^*/m_e=3(7.620)/[z(0.25)(4.00)^2]=5.715/z$, which is 0.9525 for sc, 0.7144 for bcc and 0.4762 for fcc.

To see how far the parabola can be trusted, go to $k_x=0.20$ Å$^{-1}$ with $k_y=k_z=0$. The parabola rises by $ta^2k_x^2=0.25\times16.0\times0.040=0.160$ eV above the bottom. The sc band rises by $2t(1-\cos k_xa)=0.50\,(1-\cos0.80)=0.1516$ eV. The bcc and fcc formulas both reduce to $8t(1-\cos\tfrac{k_xa}2)=2.00\,(1-\cos0.40)=0.1579$ eV. The parabola is too high by 5.5% of the true rise for sc and by 1.3% for the other two.

**Where this stops holding**

If $t$ is negative, each band is turned upside down. The fcc band then runs from $-4|t|$ to $12|t|$, and its minimum lies on the X–W lines instead of at $\Gamma$.

The flat line also depends on keeping nearest neighbours alone. The second neighbours of fcc are $(\pm a,0,0)$ and its permutations. A hopping element $-t'$ to them adds $-2t'(\cos k_xa+\cos k_ya+\cos k_za)$, which on the line X–W equals $-2t'(2+\cos2\pi s)$. This varies with $s$, so the line is no longer flat. Overlap between neighbouring orbitals, left out here, shifts the band edges and changes the masses. Mixing with p states on the neighbours changes the mass at $\Gamma$ but not the energy there, because at $\mathbf k=0$ the s–p matrix elements to $\boldsymbol\delta$ and $-\boldsymbol\delta$ cancel.

Numerical values quoted here were computed with a short program.
